# Short-pulse saturation, edge shape and red shift in a semiconductor amplifier

## Problem

A pulse with envelope $A(z,\tau)$ travels through a semiconductor optical amplifier of length $L$. Here $\tau=t-z/v_g$ is time in the frame moving at the group velocity $v_g$, $P=|A|^2$ is the power, and the carrier is $e^{-i\omega_0t}$. The Agrawal–Olsson equations are

$$\frac{\partial A}{\partial z}=\frac{1-i\alpha}{2}\,gA,\qquad \frac{\partial g}{\partial\tau}=\frac{g_0-g}{\tau_c}-\frac{gP}{E_{\rm sat}} .$$

The gain coefficient $g$ has the uniform value $g_0$ before the pulse arrives, $\tau_c$ is the gain recovery time and $E_{\rm sat}$ the saturation energy. The constant $\alpha>0$ describes the change of refractive index that accompanies a change of gain. Internal loss, reflections, group-velocity dispersion and gain dispersion are neglected.

(a) For a pulse much shorter than $\tau_c$, find the gain $G(\tau)=P_{\rm out}/P_{\rm in}$ and the output energy.

(b) Does saturation steepen the leading edge? Compare a Gaussian pulse with a sech² pulse.

(c) For an unchirped input, find the instantaneous frequency shift and the mean shift of the spectrum.

(d) Evaluate the results for $G_0=e^{g_0L}=1000$, $E_{\rm sat}=5$ pJ, input energy $E_{\rm in}=0.5$ pJ, $\alpha=5$ and

$$P_{\rm in}=\frac{E_{\rm in}}{\sqrt\pi\,T_0}e^{-\tau^2/T_0^2},\qquad T_0=5\ {\rm ps}.$$

Estimate the effect of a finite $\tau_c=300$ ps. These are round model parameters, not data for a named device.

## Solution

### (a) Saturated gain and output energy

Write $A=\sqrt P\,e^{i\phi}$. Dividing the field equation by $A$ gives

$$\frac{1}{2P}\frac{\partial P}{\partial z}+i\frac{\partial\phi}{\partial z}=\frac g2-\frac{i\alpha g}{2}.$$

The real and imaginary parts are

$$\frac{\partial P}{\partial z}=gP,\qquad \frac{\partial\phi}{\partial z}=-\frac{\alpha g}{2}.$$

Define the integrated gain $h(\tau)=\int_0^L g\,dz$. Integration over the length yields

$$P_{\rm out}=e^hP_{\rm in},\qquad \phi_{\rm out}=\phi_{\rm in}-\frac{\alpha h}{2},$$

so $G=e^h$. Now integrate the gain equation over $z$. Because $gP=\partial P/\partial z$, the saturation term becomes a difference of end values:

$$\frac{dh}{d\tau}=\frac{g_0L-h}{\tau_c}-\frac{P_{\rm out}-P_{\rm in}}{E_{\rm sat}}
=\frac{g_0L-h}{\tau_c}-\frac{P_{\rm in}}{E_{\rm sat}}(e^h-1).$$

This step relies on the absence of internal loss. With a loss coefficient $a$, $\partial P/\partial z=(g-a)P$, and the integral of $gP$ is no longer fixed by the end powers.

For a short pulse, drop the recovery term. Let

$$U(\tau)=\int_{-\infty}^{\tau}P_{\rm in}(\tau')\,d\tau',\qquad u=\frac{U}{E_{\rm sat}},\qquad y=e^{-h}.$$

Then

$$\frac{dy}{d\tau}=-y\frac{dh}{d\tau}
=y\frac{P_{\rm in}}{E_{\rm sat}}\left(\frac1y-1\right)
=\frac{P_{\rm in}}{E_{\rm sat}}(1-y).$$

Since $du/d\tau=P_{\rm in}/E_{\rm sat}$, this is $dy/du=1-y$. The initial value is $y=1/G_0$ at $u=0$, hence $1-y=(1-1/G_0)e^{-u}$ and

$$\boxed{G(\tau)=\frac{1}{1-(1-1/G_0)e^{-U(\tau)/E_{\rm sat}}}}.$$

The gain depends on the energy that has already arrived, not on the instantaneous power. For $u\ll1$, use $e^{-u}\simeq1-u$ to obtain

$$G\simeq\frac{G_0}{1+(G_0-1)u}.$$

Saturation therefore sets in when the arrived input energy is of order $E_{\rm sat}/G_0$, far below $E_{\rm sat}$ in a high-gain amplifier. For $u\gg1$, $G\to1$: the medium becomes transparent.

For the output energy, put $b=1-1/G_0$ and $u_{\rm in}=E_{\rm in}/E_{\rm sat}$:

$$\frac{E_{\rm out}}{E_{\rm sat}}=\int_0^{u_{\rm in}}\frac{du}{1-be^{-u}}
=\int_0^{u_{\rm in}}\frac{e^u\,du}{e^u-b}
=\ln\frac{e^{u_{\rm in}}-b}{1-b}.$$

With $1-b=1/G_0$ this becomes

$$E_{\rm out}=E_{\rm sat}\ln\!\left[1+G_0\left(e^{E_{\rm in}/E_{\rm sat}}-1\right)\right].$$

If $G_0E_{\rm in}\ll E_{\rm sat}$, then $E_{\rm out}\simeq G_0E_{\rm in}$. If $E_{\rm in}\gg E_{\rm sat}$, then $E_{\rm out}\simeq E_{\rm in}+E_{\rm sat}\ln G_0$; the added energy is the whole available store.

### (b) When the leading edge steepens

Differentiate $\ln P_{\rm out}=\ln P_{\rm in}+h$:

$$\frac{d\ln P_{\rm out}}{d\tau}=\frac{d\ln P_{\rm in}}{d\tau}-\frac{P_{\rm out}-P_{\rm in}}{E_{\rm sat}}.$$

Wherever $G>1$ and power is present, the last term lowers the logarithmic slope. At a fixed time, saturation thus makes the relative rise slower. The measured edge can still become steeper, because saturation moves the output peak and its half-maximum to earlier times, where the input may have been rising faster.

For the Gaussian, $d\ln P_{\rm in}/d\tau=-2\tau/T_0^2$. This slope increases without limit towards the front. Setting the output slope to zero gives the peak time

$$\tau_p=-\frac{T_0^2}{2E_{\rm sat}}\left[P_{\rm out}(\tau_p)-P_{\rm in}(\tau_p)\right]<0 .$$

The peak is advanced within the pulse frame by reshaping: the front receives more gain than the back. Whether the edge steepens depends on which wins, the faster input rise farther out or the reduction by saturation. Part (d) decides this for the stated parameters.

The sech² pulse is different because its front tends to an exponential with the finite logarithmic slope $2/T_0$. Take

$$P_{\rm in}=\frac{E_{\rm in}}{2T_0}\,{\rm sech}^2\frac{\tau}{T_0},\qquad w=e^{2\tau/T_0}.$$

Then

$$P_{\rm in}=\frac{2E_{\rm in}}{T_0}\frac{w}{(1+w)^2},\qquad U=E_{\rm in}\frac{w}{1+w}.$$

For $E_{\rm in}\ll E_{\rm sat}$ the approximate gain of part (a) applies throughout. With $q=(G_0-1)E_{\rm in}/E_{\rm sat}$,

$$P_{\rm out}\simeq\frac{2G_0E_{\rm in}}{T_0}\frac{w}{(1+w)[1+(1+q)w]}
=\frac{2G_0E_{\rm in}/T_0}{(1+q)w+w^{-1}+2+q}.$$

Let $r=\sqrt{1+q}$ and $w=e^{2s}/r$. The denominator becomes

$$1+r^2+2r\cosh2s .$$

It is even in $s$, so in this approximation the output is symmetric about its advanced peak, and its rise and fall times are equal. The power is a fraction $f$ of its peak when

$$\cosh2s_f=\frac{(1+r)^2/f-1-r^2}{2r}.$$

For $r=1$ this describes the original sech² shape. For the present energies $q=99.9$ and $r=10.04$, giving $s_{0.1}\simeq2.36$ and $s_{0.9}\simeq0.55$. The 10–90% rise time is therefore about $1.80\,T_0=9.0$ ps. The input value is 7.455 ps: this leading edge becomes longer, not steeper.

### (c) Frequency shift and spectrum

The total phase in time is $\phi-\omega_0t$, so the instantaneous angular frequency is $\omega_0-d\phi/d\tau$. For constant $\phi_{\rm in}$,

$$\Delta\nu=-\frac1{2\pi}\frac{d\phi_{\rm out}}{d\tau}
=\frac{\alpha}{4\pi}\frac{dh}{d\tau},$$

and the short-pulse gain equation gives

$$\boxed{\Delta\nu(\tau)=-\frac{\alpha}{4\pi E_{\rm sat}}\left[P_{\rm out}(\tau)-P_{\rm in}(\tau)\right]}.$$

The shift is to the red for $\alpha>0$ and $G>1$. As the pulse removes carriers, the gain falls and the index rises. The optical phase $\phi$ then grows with time, which lowers the frequency. This is self-phase modulation through the gain; it follows the depletion rate, and, while recovery is negligible, has one sign on both edges of the pulse. Recovery reverses the sign on the far tail: for the pulse of part (d) with $\tau_c=300$ ps the shift turns slightly blue beyond $\tau\simeq7$ ps, where about 0.5% of the energy remains. At the Gaussian output peak, the condition for $\tau_p$ turns the result into

$$\Delta\nu(\tau_p)=\frac{\alpha\tau_p}{2\pi T_0^2}.$$

To find the spectral mean, define $\tilde A(\nu)=\int A(\tau)e^{2\pi i\nu\tau}d\tau$, where $\nu$ is the offset from the carrier. Integration by parts shows that $\nu\tilde A$ is the transform of $(i/2\pi)\,dA/d\tau$. Parseval's relation then gives

$$\int\nu|\tilde A|^2d\nu=\frac{i}{2\pi}\int A^*\frac{dA}{d\tau}d\tau
=\frac{i}{2\pi}\int\left(\frac12\frac{dP}{d\tau}+iP\frac{d\phi}{d\tau}\right)d\tau .$$

The first term integrates to zero because the power vanishes at both ends. Hence

$$\langle\Delta\nu\rangle=\frac{\int P_{\rm out}\,\Delta\nu\,d\tau}{\int P_{\rm out}\,d\tau}<0 .$$

For $\alpha=0$ the mean shift vanishes. It also vanishes in the unsaturated limit. There $P_{\rm out}\simeq G_0P_{\rm in}$, and for the Gaussian $\int P_{\rm in}^2d\tau/E_{\rm in}=E_{\rm in}/(\sqrt{2\pi}T_0)$, so

$$\langle\Delta\nu\rangle\simeq-\frac{\alpha(G_0-1)}{4\pi E_{\rm sat}}\frac{E_{\rm in}}{\sqrt{2\pi}\,T_0},$$

which is proportional to $E_{\rm in}$. Reducing the example's input energy by $10^5$ gives $-3.17\times10^{-5}$ THz, in agreement with the numerical output.

### (d) The worked pulse

Picoseconds, picojoules, watts and terahertz suit this problem, since $1\ {\rm pJ/ps}=1\ {\rm W}$. The input peak power is

$$\frac{0.5}{\sqrt\pi\times5}\ {\rm W}=56.4\ {\rm mW}.$$

At $\tau=-7.5$ ps, the arrived energy is $U/E_{\rm sat}=0.001695$. Therefore

$$G=\frac1{1-0.999\,e^{-0.001695}}=371.5 .$$

The input power there is $56.42\,e^{-2.25}=5.95$ mW, so the output power is 2.209 W. The frequency shift is

$$\Delta\nu=-\frac{5}{4\pi\times5}(2.209-0.006)=-0.175\ {\rm THz}.$$

At $\tau=0$, half the pulse has arrived and the gain is already down to 20.1. After the pulse it is 10.4 if recovery is neglected. With recovery, $h=\ln G$ then returns to $g_0L$ exponentially with time constant $\tau_c$; the power gain $G=e^h$ takes about $1.9\,\tau_c$ to reach $G_0/2$.

**Energy.** The closed formula gives

$$E_{\rm out}=5\ln[1+1000(e^{0.1}-1)]=23.3\ {\rm pJ}.$$

The energy gain is 46.7, or 16.7 dB, instead of the unsaturated 30 dB. The added energy, 22.8 pJ, is about 66% of the available $E_{\rm sat}\ln G_0=34.5$ pJ.

**Pulse shape.** The Gaussian output peak is 2.444 W and occurs at $\tau_p=-2.5\,(2.4444-0.0129)=-6.08$ ps by the peak condition of part (b); the numerical output reports the nearest point of its time grid, whose spacing is 0.015 ps. The edge times and half-maximum slopes are:

| Quantity | Input | Output |
|---|---:|---:|
| Gaussian 10–90% rise | 5.96 ps | 4.08 ps |
| Gaussian 90–10% fall | 5.96 ps | 9.09 ps |
| Gaussian leading slope | 0.333 ps⁻¹ | 0.503 ps⁻¹ |
| sech² 10–90% rise | 7.455 ps | 9.04 ps |
| sech² leading slope | 0.283 ps⁻¹ | 0.230 ps⁻¹ |

The slopes are logarithmic and taken at the leading half-maximum. For the Gaussian this point moves from $-4.16$ to $-9.34$ ps. At the new point the input slope is $2(9.336)/25=0.747$ ps⁻¹. Saturation subtracts about $1.222/5=0.244$ ps⁻¹, leaving 0.503 ps⁻¹, still above the original 0.333 ps⁻¹. The Gaussian front does steepen. For the sech² pulse the input slope cannot exceed $2/T_0=0.4$ ps⁻¹, and the subtraction wins.

**Frequency.** At the Gaussian output peak the shift is $-0.1935$ THz. The phase increases during the pulse by

$$\frac{\alpha}{2}\ln\frac{G_0}{G_{\rm final}}=2.5\ln\frac{1000}{10.409}=11.4\ {\rm rad}.$$

The mean spectral shift is $-0.134$ THz, or $-0.555$ meV in photon energy. A Fourier transform of the field obtained by direct integration of the original equations agrees with the power-weighted formula.

The strongest spectral peak lies at $-0.138$ THz, closer to the carrier than the largest instantaneous shift. This can be understood from the field near that extremum. Let $\Omega=2\pi\Delta\nu\simeq\Omega_m+\frac12\kappa s^2$, where $s$ is now the time from the extremum. If the amplitude varies slowly there, its contribution to the spectrum at angular offset $\omega$ is proportional to

$$\int e^{i[(\omega-\Omega_m)s-\kappa s^3/6]}ds
\ \propto\ {\rm Ai}\!\left[-\left(\frac2\kappa\right)^{1/3}(\omega-\Omega_m)\right].$$

The Airy function ${\rm Ai}(x)$ has its largest maximum at $x=-1.019$, so the peak is displaced towards the carrier by $1.019(\kappa/2)^{1/3}$.

The extremum of $\Delta\nu$ is where $P'_{\rm out}=P'_{\rm in}$. With the values below it precedes the output peak by only $P'_{\rm in}/|P''_{\rm out}-P''_{\rm in}|\simeq0.03$ ps, so $\Omega_m$ and $\kappa$ may be evaluated at the peak. To estimate $\kappa$, differentiate the slope law once more at the output peak, where $P'_{\rm out}=0$:

$$P''_{\rm out}=P_{\rm out}\left(-\frac2{T_0^2}+\frac{P'_{\rm in}}{E_{\rm sat}}\right).$$

With $P_{\rm in}=0.0129$ W and $P'_{\rm in}=0.0063$ W/ps, this is $-0.192$ W/ps². The input curvature is 0.002 W/ps². Thus

$$\kappa=-\frac{\alpha}{2E_{\rm sat}}(P''_{\rm out}-P''_{\rm in})\simeq0.097\ {\rm ps}^{-3}.$$

The displacement is $1.019(0.0485)^{1/3}/(2\pi)\simeq0.059$ THz, which predicts a peak near $-0.134$ THz. The computed peak is at $-0.138$ THz. The estimate neglects both the variation of the amplitude and the higher-order terms of $\Omega(s)$ over the contributing time $(2/\kappa)^{1/3}\simeq2.7$ ps; their separate shares of the difference are not determined here.

Two weaker peaks exceed 5% of the height of the strongest one. They lie at $-0.038$ and $+0.021$ THz (the numerical output lists the nearest points of its 0.001 THz frequency grid), with relative heights 0.43 and 0.07. The number of red peaks follows from stationary phase. For $\Omega_m<\omega<0$ the Fourier integral has two stationary times $s_1<s_2$ with $\Omega=\omega$, before and after the extremum. The second derivative of the phase is $-d\Omega/ds$, positive at $s_1$ and negative at $s_2$, so the two contributions carry extra phases $+\pi/4$ and $-\pi/4$ and add constructively when $\int_{s_1}^{s_2}(\omega-\Omega)\,ds=\pi/2+2\pi m$. This integral grows from zero at $\omega=\Omega_m$ to the total phase swing, 11.4 rad, as $\omega\to0$. It passes $\pi/2$ and $5\pi/2$ but not $9\pi/2$, which gives two peaks below the carrier, as found. The small blue peak does not contradict $\Delta\nu<0$: a pulse of finite duration has Fourier components outside its range of instantaneous frequencies. Of the spectral energy, 98.3% lies below the carrier.

**Finite recovery.** Let $\delta h$ be the small change of $h$ caused by recovery. Linearizing the full equation about the short-pulse solution gives

$$\frac{d\,\delta h}{d\tau}=\frac{g_0L-h}{\tau_c}-\frac{P_{\rm out}}{E_{\rm sat}}\delta h .$$

The source is proportional to $1/\tau_c$, and so is $\delta h$ to first order. Direct integration with $\tau_c=300$ ps changes the output power by at most 1.44% of the short-pulse peak power. A tenfold longer recovery time reduces this to 0.144%, as predicted. The relative change of the gain is larger on the trailing edge, about 15% at $\tau=10$ ps for $\tau_c=300$ ps, but little power remains there. The mean shift changes from $-0.134$ to $-0.132$ THz.

This check covers recovery alone. The model also requires a pulse long compared with carrier relaxation within the bands, and a spectrum narrow compared with the gain bandwidth. For shorter pulses, carrier heating, spectral hole burning and dispersion can alter both the edge and the spectrum. High power sets a separate limit: if fast processes reduce the gain to $g/(1+\varepsilon P)$, their neglect requires $\varepsilon P\ll1$ throughout the amplifier. At an output of 2.4 W this must be checked for the device in question, since compression lowers the peak and weakens both the steepening and the mean red shift. For the worked Gaussian pulse, $\varepsilon\simeq1$ W⁻¹ removes the steepening altogether. Internal loss also lowers the output energy, even when the unsaturated net gain is the same. A previous pulse that has left the gain unrecovered changes the initial condition, and $G_0$ must then be replaced by the gain actually present. The remaining values are in the numerical output.

## Computed values

```
unsaturated gain G0 = 1000 = 30.0 dB
g0 L = 6.9078, alpha = 5.0
Esat = 5.00 pJ, Ein = 0.50 pJ
T0 = 5.00 ps, recovery time = 300 ps
input peak power = 56.42 mW
Gaussian: t/ps, U/Esat, G, Pout/W, shift/THz
 -10.0  0.000233   811.30   0.8350  -0.06637
  -7.5  0.001695   371.52   2.2093  -0.17534
  -5.0  0.007886   113.03   2.3508  -0.18541
  -2.5  0.023931    40.61   1.7827  -0.13837
   0.0  0.050000    20.11   1.1347  -0.08581
   2.5  0.076069    13.48   0.5918  -0.04360
   5.0  0.092114    11.25   0.2339  -0.01696
  10.0  0.099767    10.43   0.0107  -0.00077
final gain after pulse = 10.409
output energy = 23.325 pJ
energy gain = 46.65 = 16.69 dB
output peak power = 2.4444 W
output peak time = -6.07 ps
shift at output peak = -0.1935 THz
Gaussian input rise, fall = 5.964, 5.964 ps
Gaussian output rise, fall = 4.084, 9.094 ps
Gaussian FWHM in, out = 8.326, 8.982 ps
Gaussian leading half-max time in, out = -4.163, -9.336 ps
Gaussian half-max log slope in, out = 0.3330, 0.5028 1/ps
sech2 input rise = 7.455 ps
sech2 output rise, fall = 9.044, 9.042 ps
sech2 half-max log slope in, out = 0.2828, 0.2300 1/ps
total phase swing = 11.413 rad
mean shift, Fourier = -0.13431 THz
mean shift, formula = -0.13431 THz
mean photon-energy shift = -0.5555 meV
main spectral peak = -0.1383 THz
spectral energy below carrier = 98.25 %
spectral peaks above 5%: offset/THz, relative height
  -0.1383  1.0000
  -0.0387  0.4297
   0.0214  0.0659
mean shift with alpha = 0: 1.1e-18 THz (size)
mean shift with Ein/100000: -3.17e-05 THz
recovery: largest power change / peak = 1.44 %
same, 10 times slower recovery = 0.144 %
mean shift with recovery = -0.13222 THz
```
